# Why intervalley phonons steepen the mobility law of lightly doped silicon

## Acoustic phonons alone

Take an electron that can be scattered by long-wavelength acoustic phonons and by nothing else. Warming the crystal does two things to it. It raises the number of phonons in proportion to the temperature, and it raises the electron's typical energy, which opens more final states. The first effect contributes one power of temperature to the scattering rate and the second contributes half a power. The mobility therefore falls as the three-halves power.

To make this quantitative, use Hartree atomic units and let \(T\) stand for the thermal energy \(k_BT\). The conduction band has six equivalent ellipsoidal valleys with longitudinal mass \(m_l\) and transverse mass \(m_t\). Measuring \(\mathbf k\) from a valley minimum and setting \(p_i=k_i/\sqrt{m_i}\) gives

\[
E=\sum_i\frac{k_i^2}{2m_i}=\frac{p^2}{2},\qquad d^3k=m_d^{3/2}d^3p,\qquad m_d=(m_lm_t^2)^{1/3}.
\]

Scattering conserves spin, so the density of final states is needed for one spin, per valley and unit volume. With \(p^2dp=p\,dE=\sqrt{2E}\,dE\),

\[
N(E)=\frac{m_d^{3/2}}{(2\pi)^3}\,4\pi\sqrt{2E}=\frac{m_d^{3/2}\sqrt E}{\sqrt2\,\pi^2}.
\]

An acoustic phonon of wavevector \(q\) and energy \(uq\) shifts the band edge by a deformation potential \(\Xi\) times the strain. In a crystal of volume \(V\) and density \(\rho\), the squared matrix element is \(\Xi^2q^2/(2\rho Vuq)\), multiplied by the Bose number \(n_q\) for absorption or by \(n_q+1\) for emission. If \(uq\ll T\), the two processes leave the electron energy nearly unchanged, and \(2n_q+1\simeq2T/(uq)\). Their sum is

\[
\frac{\Xi^2q}{2\rho Vu}\,\frac{2T}{uq}=\frac{\Xi^2T}{\rho u^2V}.
\]

The wavevector has cancelled. The golden rule multiplies this by \(2\pi VN(E)\):

\[
\frac1{\tau_{ac}(E)}=\frac{\sqrt2\,m_d^{3/2}\Xi^2\,T\sqrt E}{\pi\rho u^2}.
\]

The explicit factor \(T\) is the phonon number, and \(\sqrt E\) is the density of states.

## From a rate to a mobility

Let a weak field \(F\) act along \(x\) on electrons of charge \(-1\), dilute enough to follow Boltzmann statistics. Write the distribution as \(f_0+f_1\), with \(f_0\propto e^{-E/T}\). The field makes \(f_1\) odd in \(\mathbf k\) within each valley. Because the scattering probability depends only on the initial and final energies, the in-scattering produced by \(f_1\) sums to zero. What remains is loss at the total rate \(1/\tau\):

\[
-F\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=-\frac{F\tau v_x}{T}f_0 .
\]

The drift velocity is opposite to the field, and its magnitude divided by \(F\) is the mobility \(\mu\), the thermal average of \(\tau v_x^2/T\). At fixed energy, \(v_x=p_x/\sqrt{m_x}\) has mean square \(2E/(3m_x)\). Averaging \(1/m_x\) over the valleys gives \(1/m_c=(1/m_l+2/m_t)/3\). With \(x=E/T\) from here on, the thermal weight is \((2/\sqrt\pi)\sqrt x\,e^{-x}\), and

\[
\mu=\frac{4}{3\sqrt\pi\,m_c}\int_0^\infty x^{3/2}e^{-x}\,\tau(xT)\,dx .
\]

Insert \(\tau_{ac}\), which varies as \(T^{-3/2}x^{-1/2}\). The remaining integral is \(\int_0^\infty xe^{-x}dx=1\), so

\[
\mu_{ac}=\frac{2\sqrt{2\pi}\,\rho u^2}{3m_d^{3/2}m_c\Xi^2T^{3/2}} .
\]

Define the local exponent \(p=-d\ln\mu/d\ln T\). Acoustic scattering alone gives \(p=3/2\) at every temperature for which these assumptions hold.

## Adding one intervalley phonon

A phonon with a large wavevector can carry an electron into another valley. In a g process the electron goes to the opposite valley on the same axis, so there is \(Z=1\) final valley. In an f process it goes to one of the \(Z=4\) valleys on the other axes. For the modes that symmetry allows at leading order, take the coupling per unit displacement to be a constant \(D\), and the phonon energy to be a constant \(w\). The squared matrix element is then \(D^2/(2\rho Vw)\) times the Bose factor. With \(n=1/(e^{w/T}-1)\), the golden rule gives

\[
\frac1{\tau_{iv}}=\frac{ZD^2m_d^{3/2}}{\sqrt2\,\pi\rho w}
\left[n\sqrt{E+w}+(n+1)\sqrt{E-w}\;\theta(E-w)\right].
\]

The first term is absorption. The second is emission, which the step function \(\theta\) forbids below \(E=w\). Final states are again selected by energy alone, so the argument against in-scattering still applies.

Divide by the acoustic rate and put \(t=w/T\). The prefactors give \(ZD^2u^2/(2\Xi^2wT)\), hence

\[
r(x)=\frac{\tau_{ac}}{\tau_{iv}}
=R\,\frac t2\left[n\sqrt{1+\frac tx}+(n+1)\sqrt{1-\frac tx}\;\theta(x-t)\right],
\qquad
R=Z\left(\frac{Du}{\Xi w}\right)^2 .
\]

The number \(R\) contains no temperature. When \(T\gg w\), \(n\simeq1/t\) and both square roots approach one at fixed \(x\), so \(r\to R\). Thus \(R\) is the strength of the fully awakened intervalley channel relative to the acoustic one.

For several modes, \(r\) is the sum of their ratios. Since \(\tau=\tau_{ac}/(1+r)\),

\[
\frac{\mu}{\mu_{ac}}=\left\langle\frac1{1+r}\right\rangle,\qquad
\langle A\rangle=\int_0^\infty xe^{-x}A(x)\,dx .
\]

This ratio holds the whole departure from the three-halves law.

## How the added channel is activated

The average \(\langle r\rangle\) can be found in closed form. For absorption,

\[
J=\int_0^\infty xe^{-x}\sqrt{1+\frac tx}\,dx=\int_0^\infty e^{-x}\sqrt{x(x+t)}\,dx .
\]

For emission, put \(x=y+t\):

\[
\int_t^\infty e^{-x}\sqrt{x(x-t)}\,dx=e^{-t}\int_0^\infty e^{-y}\sqrt{y(y+t)}\,dy=e^{-t}J .
\]

Because \((n+1)e^{-t}=n\), emission and absorption contribute equally to \(\langle r\rangle\). Emission needs no phonon to be present, but it needs an electron that already has the energy \(w\), and such electrons are thermally activated too. The sum is \(\langle r\rangle=R\,t\,n\,J\).

To evaluate \(J\), let \(z=t/2=w/(2T)\) and \(y+z=z\cosh v\). Then \(y(y+t)=z^2\sinh^2v\) and \(dy=z\sinh v\,dv\), so

\[
J=z^2e^z\int_0^\infty\sinh^2v\,e^{-z\cosh v}dv
=ze^z\int_0^\infty\cosh v\,e^{-z\cosh v}dv=ze^zK_1(z).
\]

The middle step is an integration by parts with vanishing boundary terms, and the last integral defines the modified Bessel function \(K_1\). Using \(n=e^{-z}/(2\sinh z)\),

\[
\langle r\rangle=R\,g(z),\qquad g(z)=\frac{z^2K_1(z)}{\sinh z}.
\]

To see how fast \(g\) grows on warming, use \(K_0(z)=\int_0^\infty e^{-z\cosh v}dv\). Differentiating the integral for \(K_1\) and writing \(\cosh^2v=1+\sinh^2v\) gives \(K_1'=-K_0-K_1/z\), so \((zK_1)'=-zK_0\). Since \(z\propto1/T\),

\[
s=\frac{d\ln g}{d\ln T}=-z\frac{d\ln g}{dz}
=\frac{zK_0(z)}{K_1(z)}+z\coth z-1 .
\]

The first term is positive, and \(z\coth z>1\) because \(\tanh z<z\). The mean intervalley rate therefore always grows faster with temperature than the acoustic rate in this model.

**Cold limit.** For \(z\gg1\), \(K_1\simeq\sqrt{\pi/(2z)}\,e^{-z}\) and \(\sinh z\simeq e^z/2\), so

\[
g\simeq\sqrt{2\pi}\,z^{3/2}e^{-w/T},\qquad s\simeq\frac wT-\frac32 .
\]

The exponential is the activation. The channel is nearly absent, but its relative growth is very fast.

**Hot limit.** For \(z\ll1\), \(K_1\simeq1/z\) and \(\sinh z\simeq z\), so \(g\to1\) and \(s\to0\). The channel is then at its full relative strength \(R\), but it follows the same temperature law as acoustic scattering. Its presence lowers the mobility without changing the exponent.

## The exponent

The function \(1/(1+r)\) is convex, so it lies above its tangent at \(a=\langle r\rangle\):

\[
\frac1{1+r}\ge\frac1{1+a}-\frac{r-a}{(1+a)^2}.
\]

Averaging removes the last term. Hence, within the model,

\[
\mu\ge\mu_{cl}=\frac{\mu_{ac}}{1+\sum_iR_ig_i}.
\]

Using \(\mu_{cl}\) as an approximation to \(\mu\), and differentiating its logarithm, gives

\[
p_{cl}=\frac32+\frac{\sum_iR_ig_is_i}{1+\sum_iR_ig_i}.
\]

Each mode enters the numerator as a product. \(R_ig_i\) says how much scattering it supplies now, and \(s_i\) says how fast that share is growing. A frozen mode fails through the first factor and a saturated one through the second. A mode therefore adds most to the excess over \(3/2\) between these extremes.

The bound on \(\mu\) does not bound its slope, so \(p_{cl}\) may lie on either side of \(p\). The closed form also replaces the energy-dependent \(r\) by its mean. Well above the emission threshold \(r\) can be considerably larger than its mean, yet the fraction of mobility lost at a given energy, \(r/(1+r)\), grows more slowly than \(r\) and cannot exceed one. Averaging \(r\) first ignores this saturation at individual energies, so the closed form overstates the loss.

## Weighing the modes at 300 K

The following parameters are customary rounded empirical values for silicon. They are inputs, not results: \(m_l=0.92\), \(m_t=0.19\), \(\Xi=9.0\) eV, \(u=9.0\) km/s and \(\rho=2.33\) g/cm³. The masses give \(m_d=0.3214\) and \(m_c=0.2583\). In Hartree units \(\Xi=0.3307\), \(\rho u^2=0.006415\) and \(T=9.500\times10^{-4}\), so

\[
\mu_{ac}=\frac{5.013\times0.006415}{3(0.3214)^{3/2}(0.2583)(0.3307)^2(9.500\times10^{-4})^{3/2}}
\simeq7.11\times10^4,
\]

which is about 3024 cm²/(V s).

Three intervalley modes are kept:

- g: \(D=11\) eV/Å, \(w=62\) meV
- f1: \(D=2\) eV/Å, \(w=47\) meV
- f2: \(D=2\) eV/Å, \(w=59\) meV

For the g mode \(w/u=1.047\) Å⁻¹, so \(\Xi w/u=9.42\) eV/Å and \(R=(11/9.42)^2=1.364\). For f1, \(w/u=0.793\) Å⁻¹ and \(R=4(2/7.14)^2=0.314\). For f2, \(w/u=0.996\) Å⁻¹ and \(R=4(2/8.96)^2=0.199\). The formulas for \(g\) and \(s\) then give:

| mode | \(z\) | \(g\) | \(s\) | \(Rg\) | \(Rgs\) |
|---|---|---|---|---|---|
| g | 1.199 | 0.415 | 1.318 | 0.566 | 0.746 |
| f1 | 0.909 | 0.561 | 0.881 | 0.176 | 0.155 |
| f2 | 1.141 | 0.442 | 1.227 | 0.088 | 0.108 |

The sums are \(\sum Rg=0.830\) and \(\sum Rgs=1.009\). Therefore

\[
\mu_{cl}=\frac{3024}{1.830}\simeq1653\ \text{cm}^2/(\text{V s}),\qquad
p_{cl}=1.5+\frac{1.009}{1.830}=2.05 .
\]

Of the excess 0.55, the g mode supplies \(0.746/1.830=0.41\), f1 supplies 0.08 and f2 supplies 0.06. The g mode dominates for these couplings because its \(R\) is largest. This ranking belongs to the parameter set, not to silicon as such: empirical sets disagree on it. With \(D=3\) eV/Å for g and 3.4 and 4 eV/Å for f1 and f2, the f modes supply nearly all of the excess, while the mobility and exponent stay close to those found here. The mode f1 is the most fully awake, but for that reason it is also the one growing most slowly.

These shares are not the effects of adding each mode by itself. With the g mode alone the excess would be \(0.746/1.566=0.48\). With the two f modes alone it would be \(0.263/1.264=0.21\). The separate effects add to more than 0.55 because every mode also enlarges the total scattering against which the growth of the others is measured.

Keeping the full energy dependence of \(r\) and evaluating \(\langle1/(1+r)\rangle\) by Gauss–Legendre quadrature, split at the emission thresholds, gives \(\mu\simeq1786\) cm²/(V s), or \(4.20\times10^4\) atomic units. The closed form is 7% below this value. A central difference of \(\ln\mu\) in \(\ln T\) gives \(p=2.09\), so the closed exponent is low by 0.04.

## The excess rises and then declines

The same quadrature at other temperatures gives the following mobilities in cm²/(V s) and exponents.

| temperature (K) | \(\mu_{ac}\) | \(\mu\) | \(p\) | \(p_{cl}\) |
|---|---|---|---|---|
| 100 | 15710 | 15270 | 1.64 | 1.69 |
| 200 | 5556 | 4188 | 2.07 | 2.14 |
| 300 | 3024 | 1786 | 2.09 | 2.05 |
| 400 | 1964 | 992 | 1.99 | 1.92 |
| 600 | 1069 | 459 | 1.82 | 1.76 |
| 1000 | 497 | 190 | 1.65 | 1.63 |

The first and last rows show the difference between having a channel and turning it on. At 100 K the intervalley phonons remove about 3% of the acoustic mobility, and at 1000 K they remove about 62%. Yet the excess exponent is nearly the same, 0.14 and 0.15. In the cold case a tiny contribution is growing fast, and in the hot case a large one is almost saturated.

On a grid of 20 K steps the exponent is largest at 260 K, where it is 2.11. Room temperature lies just beyond this broad maximum. At 300 K the phonon energies are 1.8 to 2.4 times the thermal energy, so the modes are neither frozen nor saturated.

A change of parameters separates the two causes. Reduce each \(w\) and each \(D\) tenfold. Every \(R\) is unchanged, because it depends on \(D/w\), but the phonons are now easily excited at 300 K. The mobility drops from 1786 to 1067 cm²/(V s), so intervalley scattering has become stronger. The exponent nevertheless falls from 2.09 to 1.53. Added scattering without activation leaves nearly the acoustic law.

## Where the description stops

The acoustic part requires \(uq\ll T\). Typical wavevectors scale as \(\sqrt T\), so \(uq/T\) scales as \(T^{-1/2}\) and the condition is less well satisfied on cooling. At 300 K it is well met. For one representative initial direction at \(E=T\), a direct sum over final wavevectors, with the acoustic phonon energies and full Bose factors retained, gives a rate 1% below the quasi-elastic formula. At 100 K the shortfall is 2 to 4% depending on direction. It raises the mobility by 2 to 3% and the exponent by 0.02 to 0.03, so in the first row of the table the neglected correction to the mobility is as large as the intervalley loss itself.

"Lightly doped" here means that impurity scattering is negligible and the electrons are nondegenerate. The first condition must be judged anew at each temperature, because phonon scattering weakens on cooling and may no longer dominate. At the hot end of the table, thermally generated electrons and holes outnumber the carriers supplied by light doping. Scattering among them is not included, so those rows describe the phonon-limited model rather than a real sample.

Measured electron mobility in lightly doped silicon near room temperature is roughly 1400 cm²/(V s), with an exponent of roughly 2.4. The model gives a higher mobility and a smaller exponent. It omits band nonparabolicity, the weaker intervalley phonons of low energy and the anisotropy of the acoustic coupling. The first two are not small. A nonparabolicity of 0.5 eV⁻¹ in the density of states and the velocity gives about 1580 cm²/(V s) and \(p\simeq2.20\) at 300 K, and keeps \(p\) near 2.0 at 600 and 1000 K, so the steep decline at the hot end of the table is a property of the parabolic band. Three low-energy modes (g: 12 and 18.5 meV with 0.5 and 0.8 eV/Å; f: 19 meV with 0.3 eV/Å) lower the mobility to about 1610 cm²/(V s) but also lower the exponent to 2.05. Both together give about 1420 cm²/(V s) and \(p\simeq2.16\) at 300 K, which still falls short of the measured exponent. With the stated couplings, intervalley activation raises the model's exponent at 300 K from 1.5 to about 2.1, which is part of the way to the measured value.

Numbers in the example were calculated in double precision.
